# Mott Critical Density from Thomas-Fermi Screening of Donors

An implanted and annealed semiconductor contains $N$ electrically active donors per unit volume. Each has given one electron to the conduction band, and there are no compensating acceptors, so the electron density is $n=N$. The band has isotropic effective mass $m$, two spin states and $g$ equivalent valleys. The host has permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. The effective Bohr radius is

$$a=\frac{4\pi\varepsilon\hbar^2}{m e^2},\qquad e>0 .$$

The temperature is zero unless stated otherwise. The problem asks at what density the electron gas screens a donor so strongly that the donor can no longer bind an electron. Below that density, the assumption that all electrons are free contradicts itself, because an electron could lower its energy by settling on a donor. This is Mott's criterion, approached from the metallic side. It concerns one electron in a static screened potential and leaves out disorder, donor overlap and electron correlation, so it estimates where a metal-insulator transition may lie without proving that one occurs.

## (a) The electron gas

**Find the density and the density of states at the Fermi energy in terms of the Fermi wave number $k_F$.**

Each valley contains a filled sphere of radius $k_F$ in wave-vector space. With $1/(2\pi)^3$ states per unit volume of that space and two spins,

$$n=2g\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{g k_F^3}{3\pi^2}.$$

From $E_F=\hbar^2k_F^2/(2m)$ we have $dk_F/dE_F=m/(\hbar^2k_F)$, and therefore

$$D\equiv\frac{dn}{dE_F}=\frac{gk_F^2}{\pi^2}\,\frac{m}{\hbar^2k_F}=\frac{g m k_F}{\pi^2\hbar^2}.$$

## (b) The screened donor

**Derive the potential energy $V(r)$ of an electron near one donor, treating the gas by the linearized Thomas-Fermi method.**

The Thomas-Fermi assumption is that the gas at each point behaves as a uniform gas with local kinetic Fermi energy $E_F-V(r)$, since the electrochemical potential is constant. To first order in $V$,

$$n(r)=n-D\,V(r).$$

The other donors are smeared into a uniform background that cancels the mean density $n$. The remaining charge density is that of the donor plus the induced charge:

$$\rho=e\,\delta(\mathbf r)-e[n(r)-n]=e\,\delta(\mathbf r)+eDV .$$

The electrostatic potential is $\phi=-V/e$, so $eDV=-e^2D\phi$. Poisson's equation $\nabla^2\phi=-\rho/\varepsilon$ becomes

$$\nabla^2\phi-q^2\phi=-\frac{e}{\varepsilon}\delta(\mathbf r),\qquad q^2=\frac{e^2D}{\varepsilon}.$$

For $r>0$ the function $w=r\phi$ obeys $w''=q^2w$. The growing exponential is discarded, and the point charge fixes $w(0)=e/(4\pi\varepsilon)$. Hence

$$V(r)=-\frac{e^2}{4\pi\varepsilon r}\,e^{-qr}.$$

The induced charge density is $-\varepsilon q^2\phi=-eq^2e^{-qr}/(4\pi r)$. Its integral is $-eq^2\int_0^\infty r e^{-qr}dr=-e$, which cancels the donor charge.

To express $q$ through $a$, insert $D$ and use $me^2/(\varepsilon\hbar^2)=4\pi/a$:

$$q^2=\frac{e^2}{\varepsilon}\,\frac{gmk_F}{\pi^2\hbar^2}=\frac{4g k_F}{\pi a}.$$

## (c) One parameter decides

**Show that the existence of a bound state depends on $\kappa=qa$ alone, and that there is a single threshold.**

The lowest state in a central potential has zero angular momentum, because the centrifugal energy is positive. Write its wave function as $u(r)/r$ with $u(0)=0$. Multiplying the radial Schrödinger equation by $2m/\hbar^2$ and using $2me^2/(4\pi\varepsilon\hbar^2)=2/a$ gives

$$-\frac{d^2u}{dr^2}-\frac{2}{a r}e^{-qr}u=\frac{2mE}{\hbar^2}u .$$

Let $s=qr$ and divide by $q^2$:

$$-u''-\frac{2}{\kappa}\,\frac{e^{-s}}{s}\,u=\eta u,\qquad \eta=\frac{2mE}{\hbar^2q^2},$$

where primes now mean $d/ds$. Only $\kappa$ remains. If a state with $\eta<0$ exists for some $\kappa$, the same function has a still lower mean energy at any smaller $\kappa$, since the attraction is stronger there. Binding therefore occurs for all $\kappa$ below one threshold $\kappa_c$ and for none above it.

## (d) A variational formula for the threshold

**Express $\kappa_c$ as a maximum problem, and show that it is at most 2.**

The potential vanishes at infinity, so a bound state exists if and only if some admissible $u$ has negative mean energy:

$$\int_0^\infty u'^2ds-\frac{2}{\kappa}\int_0^\infty\frac{e^{-s}}{s}u^2ds<0 .$$

The kinetic term came from integrating $-uu''$ by parts. Solving the inequality for $\kappa$ gives $\kappa<R[u]$, and hence

$$\kappa_c=\sup_u R[u],\qquad R[u]=\frac{2\int_0^\infty (e^{-s}/s)\,u^2ds}{\int_0^\infty u'^2ds}.$$

Functions that tend to a constant at infinity may be used although they cannot be normalized. Multiply such a function by a factor that is 1 up to $s=L$ and falls linearly to 0 at $s=2L$. The slope of this factor is $1/L$ over a length $L$, so its own kinetic cost is of order $1/L$. The other changes come from the tails of convergent integrals. All of them vanish as $L\to\infty$, and $R$ is recovered.

For the upper bound, write $u(s)=\int_0^s u'(t)dt$. The Cauchy-Schwarz inequality gives $u(s)^2\le s\int_0^\infty u'^2dt$. Inserted in the numerator, this cancels the factor $1/s$:

$$R[u]\le 2\int_0^\infty e^{-s}ds=2 .$$

## (e) The value of the threshold

**Evaluate $R$ for $u=se^{-bs}$ and for $u=1-e^{-bs}$, and compare with the numerical threshold.**

The first function is the hydrogenic 1s form. Its numerator is

$$2\int_0^\infty s\,e^{-(1+2b)s}ds=\frac{2}{(1+2b)^2}.$$

Its derivative is $(1-bs)e^{-bs}$, so the denominator is

$$\int_0^\infty(1-2bs+b^2s^2)e^{-2bs}ds=\frac1{2b}-\frac{2b}{4b^2}+\frac{2b^2}{8b^3}=\frac1{4b}.$$

Thus $R=8b/(1+2b)^2$. Setting the derivative of $\ln R$ to zero gives $1/b=4/(1+2b)$, so $b=1/2$ and $R=1$. Binding is therefore assured for $qa<1$, and $\kappa_c\ge1$.

For the second function the denominator is $b^2\int_0^\infty e^{-2bs}ds=b/2$. In the numerator we need

$$\int_0^\infty\frac{e^{-ps}-e^{-ts}}{s}ds=\int_p^t dx\int_0^\infty e^{-xs}ds=\ln\frac tp .$$

Expanding the square and grouping the terms in pairs,

$$\int_0^\infty\frac{e^{-s}-e^{-(1+b)s}}{s}ds-\int_0^\infty\frac{e^{-(1+b)s}-e^{-(1+2b)s}}{s}ds=\ln\frac{(1+b)^2}{1+2b}.$$

Hence

$$R=\frac4b\,\ln\frac{(1+b)^2}{1+2b}.$$

Its numerical maximum is 1.1902, at $b=1.535$. A sum of eight such exponentials gives 1.190612. Direct integration of the radial equation at $\eta=0$ gives the same six decimals, so $\kappa_c=1.1906$.

The second trial function has the right behavior at large distance. Outside the potential a bound state falls as $e^{-\gamma s}$ with $\gamma^2=-\eta$, and at threshold $\gamma\to0$, so $u$ becomes flat. The 1s function cannot combine a flat tail with a good shape near the donor.

## (f) The critical density

**Convert the threshold into a density.**

Set $qa=\kappa_c$ in the result of (b):

$$\kappa_c^2=q^2a^2=\frac{4g}{\pi}k_Fa\quad\Longrightarrow\quad k_Fa=\frac{\pi\kappa_c^2}{4g}.$$

Substitution in the density of (a) gives

$$n_c=\frac{g}{3\pi^2}\,\frac{\pi^3\kappa_c^6}{64g^3a^3},$$

that is,

$$\boxed{\,n_c=\frac{\pi\kappa_c^6}{192\,g^2}\,\frac1{a^3}\,}$$

Since $q^2\propto k_F\propto n^{1/3}$, $\kappa$ grows as $n^{1/6}$, and a donor binds an electron for $n<n_c$. For one valley,

$$n_ca^3=0.0466,\qquad n_c^{1/3}a=0.360 .$$

Using the 1s value $\kappa=1$ instead gives $n^{1/3}a=(\pi/192)^{1/3}=0.254$, close to the familiar Mott constant 0.25. Within this model that number is a lower bound on the threshold. The two densities differ by $\kappa_c^6=2.85$: a 19% change in $\kappa$ is raised to the sixth power.

The inverse cube has a simple origin. Binding is lost when the screening length $1/q$ is comparable with $a$. Since $q^2$ is of order $k_F/a$ for fixed $g$, this requires $k_F$ of order $1/a$, and the density follows as $k_F^3$. As a test, the critical density was also found by solving the radial equation in SI units for two masses, two permittivities and two valley numbers, without the boxed formula. The resulting powers were $-3.000$ for $a$ and $-2.000$ for $g$.

## (g) How the binding energy vanishes

**Show that the binding energy goes to zero as $(n_c-n)^2$ just below $n_c$.**

Let $u_0$ be the threshold solution and $u$ the bound solution at $\kappa<\kappa_c$, with both tails scaled so that $u_0\to1$ and $u\to e^{-\gamma s}$. With $w=e^{-s}/s$ they obey

$$u_0''=-\frac2{\kappa_c}wu_0,\qquad u''=\Big(\gamma^2-\frac2\kappa w\Big)u .$$

Multiply the second equation by $u_0$, the first by $u$, and subtract. The left side is $(u_0u'-uu_0')'$, whose integral vanishes because both functions are zero at the origin and $u$ decays at infinity. Therefore

$$\gamma^2\int_0^\infty u_0u\,ds=2\Big(\frac1\kappa-\frac1{\kappa_c}\Big)\int_0^\infty w\,u_0u\,ds .$$

For small $\gamma$ the long tail dominates the left integral, which is then $1/\gamma$ to leading order. On the right, $u$ may be replaced by $u_0$. So

$$\gamma\simeq2\Big(\frac1\kappa-\frac1{\kappa_c}\Big)\int_0^\infty w\,u_0^2\,ds ,$$

which is proportional to $\kappa_c-\kappa$, and hence to $n_c-n$. The binding energy $\hbar^2q^2\gamma^2/(2m)$ is quadratic in this difference.

## (h) Where the model fails

**Examine the assumptions of slow variation, weak potential and low temperature.**

*Slow variation.* The local treatment requires $q\ll2k_F$. At threshold

$$\frac q{2k_F}=\frac{\kappa_c}{2k_Fa}=\frac{2g}{\pi\kappa_c},$$

which is 0.535 for $g=1$ and 3.21 for $g=6$. The condition is marginal for one valley and violated for six.

The error can be measured by using the wave-vector-dependent linear response of the gas. First-order perturbation theory gives a density change $-\chi(k)V_k$ with

$$\chi(k)=4g\,\mathrm P\!\!\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,\frac{1}{E_{\mathbf p+\mathbf k}-E_{\mathbf p}} .$$

Here spin gives a factor 2, and the two equal contributions from occupied initial and final states give another. With $E_{\mathbf p+\mathbf k}-E_{\mathbf p}=\hbar^2(k^2+2pk\cos\theta)/(2m)$, the angular integral yields a logarithm. Setting $p=k_Ft$ and $k=2k_Fx$ then gives $\chi=D\,F(x)$, with

$$F(x)=\frac1{2x}\int_0^1t\ln\left|\frac{x+t}{x-t}\right|dt=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$

The last step is an integration by parts with $(t^2-x^2)/2$ as the integral of $t$. This is the static Lindhard function. Thomas-Fermi theory replaces it by $F(0)=1$, whereas for large $x$ the logarithm is about $2t/x$ and $F\simeq1/(3x^2)$. The gas cannot screen short wavelengths as well as Thomas-Fermi theory assumes.

With the same 1s trial function in both cases, Lindhard screening raises the threshold $na^3$ from 0.0164 to 0.0251 for $g=1$, a factor 1.53. For $g=6$ it goes from $4.5\times10^{-4}$ to $1.16\times10^{-2}$, a factor 26. These factors compare two 1s estimates. They depend on the trial function and overstate the change in the exact thresholds: the zero-energy radial equation in the Lindhard-screened potential gives $na^3=0.0629$ for $g=1$ and $0.0194$ for $g=6$, factors 1.35 and 15 above the boxed formula. Either way the error grows with $g$. The $g^{-2}$ law should therefore not be trusted for many valleys. The inverse cube survives at fixed $g$, because in units of $a$ the Lindhard screening also depends on the density through $k_Fa$ alone.

*Weak potential.* Linearization requires $|V|\ll E_F$. At $r=a$, since $e^2/(4\pi\varepsilon a)=\hbar^2/(ma^2)$, the ratio at threshold for $g=1$ is

$$\frac{|V(a)|}{E_F}=\frac{2e^{-\kappa_c}}{(k_Fa)^2}=\frac{2\times0.304}{1.113^2}\approx0.5 ,$$

and it is larger closer to the donor. This error is not removed by the Lindhard function, which is also a linear response.

*Low temperature.* In the opposite, nondegenerate limit $n\propto e^{\mu/k_BT}$, where $\mu$ is the chemical potential, so $dn/d\mu=n/(k_BT)$ and $q^2=e^2n/(\varepsilon k_BT)$. The condition $qa=\kappa_c$ then gives

$$n=\frac{\kappa_c^2\,\varepsilon k_BT}{e^2a^2}.$$

At fixed $\varepsilon$ and $T$ this is an inverse square. The inverse cube thus belongs to the degenerate gas.

The inverse square has a limited range. A nondegenerate gas requires $n\ll N_c=2g\,[mk_BT/(2\pi\hbar^2)]^{3/2}$. With $W=\hbar^2/(ma^2)=e^2/(4\pi\varepsilon a)$, the density just found gives
$$\frac{n}{N_c}=\frac{\kappa_c^2\sqrt{2\pi}}{4g}\sqrt{\frac{W}{k_BT}}\approx\frac{0.89}{g}\sqrt{\frac{W}{k_BT}} .$$
Here $W$ is twice the unscreened binding energy. For one valley the ratio falls only as a square root: it is still 0.28 at $k_BT=10W$ and 0.09 at $k_BT=100W$. For the parameters of (i), $W=57$ meV and $10W$ already corresponds to about 6600 K, so this regime is not reached there. Where $n\ll N_c$ and $k_BT\gg W$ do hold, the occupation of a donor level is of order $n/N_c$ and hence small, so the formula marks the loss of the level and not a marked change in the number of free electrons.

## (i) Numbers for one set of parameters

**Evaluate the result for $m=0.3\,m_e$, $\varepsilon_r=12$, $g=1$.**

These are round model parameters. The effective Bohr radius is $12/0.3=40$ times that of hydrogen, $a=2.117$ nm, and

$$n_c=\frac{0.04661}{(2.117\times10^{-7}\ \mathrm{cm})^3}=4.9\times10^{18}\ \mathrm{cm^{-3}}=4.9\times10^{24}\ \mathrm{m^{-3}} .$$

Halving the mass doubles $a$ and lowers $n_c$ eightfold, to $6.1\times10^{17}\ \mathrm{cm^{-3}}$.

At $n_c$ the screening length is $a/\kappa_c=1.78$ nm, while the donor spacing $n_c^{-1/3}$ is 5.9 nm. The unscreened binding energy is $\hbar^2/(2ma^2)=28.35$ meV, so

$$E_F=(k_Fa)^2\times28.35\ \mathrm{meV}=1.113^2\times28.35\ \mathrm{meV}\approx35\ \mathrm{meV}.$$

This corresponds to a Fermi temperature of 408 K. The zero-temperature formula suits a cryogenic measurement; at room temperature the gas is not strongly degenerate. With the finite-temperature $dn/d\mu$ in place of $D$, the condition $qa=\kappa_c$ is met at a density 1.10 times $n_c$ at 77 K and 1.96 times $n_c$ at 300 K.

The computed binding energy is 7.1 meV at $n=0.01\,n_c$, 2.4 meV at $0.1\,n_c$ and 0.27 meV at $0.5\,n_c$. In this model one percent of the critical density already removes three quarters of the unscreened value, because $\kappa$ varies only as $n^{1/6}$. The low-density figures only illustrate the formula, since both conditions of (h) worsen as $n$ falls: at $0.01\,n_c$, $q/(2k_F)$ is about 1.2 and $|V(a)|/E_F$ is about 20, so linear Thomas-Fermi screening is not valid there. These energies presuppose a free gas of density $n$. They are not the donor levels of an insulating sample, in which the electrons sit on the donors and do not screen in this way.

## (j) An implanted layer with partial activation

**A buried Gaussian implant has dose $\Phi=2\times10^{14}\ \mathrm{cm^{-2}}$ and straggle $\sigma=50$ nm. What active fraction $f$ brings its peak to $n_c$, and how thick is the layer above $n_c$ if $f=0.5$?**

Take the clustered donors as neutral and inert, and $f$ as uniform in depth. With $z$ measured from the peak,

$$N_{\rm tot}(z)=N_pe^{-z^2/2\sigma^2},\qquad N_p=\frac{\Phi}{\sqrt{2\pi}\,\sigma}=1.60\times10^{19}\ \mathrm{cm^{-3}} .$$

Only the active donors supply electrons, so $n(z)=fN_{\rm tot}(z)$. Using this local density, and applying the criterion locally, is reasonable because the screening length of 1.8 nm and the donor spacing of 5.9 nm, both taken at $n_c$, are much smaller than $\sigma$. The peak reaches $n_c$ when

$$f_{\min}=\frac{n_c}{N_p}=\frac{4.915\times10^{18}}{1.596\times10^{19}}=0.31 .$$

For larger $f$, the condition $fN_pe^{-z^2/2\sigma^2}=n_c$ fixes the two edges, and the thickness between them is

$$d=2\sigma\sqrt{2\ln\frac{fN_p}{n_c}}=100\ \mathrm{nm}\times\sqrt{2\ln\frac{7.979}{4.915}}\approx98\ \mathrm{nm}.$$

In this model, clustering of more than about 69% of the donors keeps the whole layer below the critical density, even though the chemical concentration at the peak is more than three times $n_c$. Just above $f_{\min}$ the thickness grows as the square root of $f-f_{\min}$, so a small gain in activation opens a layer of appreciable width.

These figures inherit the uncertainty of the prefactor. The Lindhard factor 1.35 for the full threshold raises $f_{\min}$ to about 0.42 and thins the layer at $f=0.5$ to about 61 nm. All these figures are for zero temperature: the factor 1.96 found in (i) for 300 K would raise the Thomas-Fermi $f_{\min}$ to about 0.60, above the chosen activation of 0.5. The model gives the scale of the required activation, but it cannot decide a case this close to the boundary. The zero-temperature Thomas-Fermi values and the 1s Lindhard estimates are collected in the numerical output.

## Numbers as computed

```
THRESHOLD OF BINDING (dimensionless)
kappa_c, radial equation            = 1.190612
kappa_c, eight exponentials         = 1.190612
kappa, 1s trial                     = 1.000000
  at exponent b                     = 0.500
kappa, trial 1-exp(-b s)            = 1.190213
  at exponent b                     = 1.535
n_c a^3, g=1                        = 0.04661
n_c^(1/3) a, g=1                    = 0.3599
n^(1/3) a, 1s trial, g=1            = 0.2539
density ratio kappa_c^6             = 2.849
fitted power of a                   = -3.000000
fitted power of g                   = -2.000000
LIMITS OF THOMAS-FERMI SCREENING (dimensionless)
g=1: q/(2 kF) at threshold          = 0.535
g=1: 1s n a^3, Thomas-Fermi         = 1.636e-02
g=1: 1s n a^3, Lindhard             = 2.508e-02
g=1: Lindhard/Thomas-Fermi density  = 1.53
g=6: q/(2 kF) at threshold          = 3.208
g=6: 1s n a^3, Thomas-Fermi         = 4.545e-04
g=6: 1s n a^3, Lindhard             = 1.164e-02
g=6: Lindhard/Thomas-Fermi density  = 25.61
WORKED EXAMPLE
mass = 0.3 m_e, eps_r = 12.0, g = 1
effective Bohr radius               = 2.1167 nm
critical density n_c                = 4.915e+18 cm^-3
critical density n_c                = 4.915e+24 m^-3
1s trial density                    = 1.725e+18 cm^-3
n_c from direct SI search           = 4.915e+18 cm^-3
n_c with mass halved                = 6.143e+17 cm^-3
kF a at n_c                         = 1.1133
screening length at n_c             = 1.778 nm
donor spacing n_c^(-1/3)            = 5.88 nm
Fermi energy at n_c                 = 35.14 meV
Fermi temperature at n_c            = 408 K
unscreened donor binding energy     = 28.35 meV
binding energy at n/n_c = 0.01        = 7.088 meV
binding energy at n/n_c = 0.1         = 2.387 meV
binding energy at n/n_c = 0.5         = 0.268 meV
IMPLANTED LAYER
dose                                = 2.0e+14 cm^-2
straggle                            = 50 nm
peak donor concentration            = 1.596e+19 cm^-3
smallest active fraction at peak    = 0.308
chosen active fraction              = 0.50
active peak concentration           = 7.979e+18 cm^-3
thickness of layer above n_c        = 98.4 nm
```
